# Exciton-phonon matrix elements and the cancellation of the Fröhlich divergence, part 3

A longitudinal optical (LO) phonon \(\mathbf q\) scatters exciton \(S\) at total momentum \(\mathbf Q\) into \(S'\) at \(\mathbf Q+\mathbf q\). The long-range element is \(G^L=g_FD\) (also written \(G\)), with \(g_F=C/q\) and
\[
C^2=\frac{4\pi e_s^2}{\Omega}\,\frac{\hbar\omega_{LO}}2\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right). \tag{7}
\]
Here \(e_s^2=e^2/4\pi\varepsilon_0\); \(\varepsilon_\infty,\varepsilon_s\) are the electronic and static dielectric constants. Absorption from a mode with \(n\) quanta has amplitude \(\sqrt{n/N}\,G\), for \(N\) cells of volume \(\Omega\). \(D\) is the electron term minus the hole term, with vertices \(g_{c'c},g_{vv'}\) replaced by Bloch overlaps \(M_{mn}=\langle\psi_{m,\mathbf k+\mathbf q}|e^{i\mathbf q\cdot\mathbf r}|\psi_{n\mathbf k}\rangle\). For pair wave functions \(\Psi\) and \(\mathbf r=\mathbf r_e-\mathbf r_h\),
\[
D_{S'S}(\mathbf Q,\mathbf q)=\langle\Psi_{S',\mathbf Q+\mathbf q}|\,e^{i\mathbf q\cdot\mathbf r_e}-e^{i\mathbf q\cdot\mathbf r_h}\,|\Psi_{S\mathbf Q}\rangle. \tag{8}
\]
\[
|D_{S'S}|\le\big\|(e^{i\mathbf q\cdot\mathbf r}-1)\Psi_{S\mathbf Q}\big\|\le q\,\langle(\hat{\mathbf q}\cdot\mathbf r)^2\rangle^{1/2}_{S\mathbf Q},\qquad |G^L_{S'S}|\le C\,\langle(\hat{\mathbf q}\cdot\mathbf r)^2\rangle_{S\mathbf Q}^{1/2}. \tag{9}
\]
\[
D_{S'S}=i\,\mathbf q\cdot\mathbf d_{S'S}+O(q^2),\qquad \mathbf d_{S'S}=\langle\Psi_{S'\mathbf Q}|\mathbf r_e-\mathbf r_h|\Psi_{S\mathbf Q}\rangle,\qquad G^L_{S'S}\to iC\,\hat{\mathbf q}\cdot\mathbf d_{S'S}. \tag{10}
\]
For parabolic bands (gap \(E_g\), unit overlaps, even attraction \(W\)), \(M=m_e+m_h\), \(1/\mu=1/m_e+1/m_h\), \(\alpha_{e,h}=m_{e,h}/M\), \(\mathcal V=N\Omega\), and envelopes \(\varphi_S,\varphi_{S'}\) have parities \(p,p'\):
\[
A^{S\mathbf Q}_{\mathbf k}=\mathcal V^{-1/2}\varphi_S(\mathbf k+\alpha_h\mathbf Q),\qquad E=E_g+E_S+\frac{\hbar^2Q^2}{2M},\qquad \varphi_S(\mathbf p)=\int d^3r\,e^{-i\mathbf p\cdot\mathbf r}\varphi_S(\mathbf r). \tag{12}
\]
\[
D_{S'S}(\mathbf q)=F_{S'S}(\alpha_h\mathbf q)-F_{S'S}(-\alpha_e\mathbf q),\qquad F_{S'S}(\boldsymbol\kappa)=\int d^3r\,\varphi^*_{S'}\,e^{i\boldsymbol\kappa\cdot\mathbf r}\,\varphi_S, \tag{13}
\]
\[
D_{S'S}=F_{S'S}(\alpha_h\mathbf q)-pp'\,F_{S'S}(\alpha_e\mathbf q). \tag{14}
\]
For \(W=e_s^2/\varepsilon_\infty r\), \(a=\varepsilon_\infty\hbar^2/\mu e_s^2\), \(E_b=e_s^2/2\varepsilon_\infty a\), the 1s-2p gap is \(\tfrac34E_b\), and with \(x=\kappa a\), \(\Delta=x^2+9/4\),
\[
F_{1s1s}=\frac4x\cdot\frac{4x}{(4+x^2)^2}=\frac1{(1+x^2/4)^2}. \tag{15}
\]
\[
F_{2s1s}=\frac{\sqrt2}x\left[\frac{3x}{\Delta^2}-\frac{x(27/4-x^2)}{\Delta^3}\right]=\sqrt2\,\frac{3x^2+27/4-27/4+x^2}{\Delta^3}=\frac{4\sqrt2\,x^2}{(x^2+9/4)^3}. \tag{16}
\]
\[
F_{2p1s}=\frac{6\sqrt2\,i\,x}{(x^2+9/4)^3}. \tag{17}
\]
The example has \(m_e=0.2\,m_0\), \(m_h=0.8\,m_0\), \(\varepsilon_\infty=5\), \(\varepsilon_s=10\), \(\hbar\omega_{LO}=50\) meV, \(\Omega=50\) Å\(^3\). The two-band test chain has alternating hoppings \(t_1=1,t_2\), same-sublattice hopping \(t_3\), site energies \(\pm\delta\) and kernel \(W_0/\sqrt{r^2+1}\).

## 7. Limits

For \(S'=S\) spherical, \(\sin\theta/\theta=1-\theta^2/6+\dots\) gives \(F=1-\kappa^2\langle r^2\rangle/6+\dots\). Since \(\alpha_h^2-\alpha_e^2=(\alpha_h-\alpha_e)(\alpha_h+\alpha_e)=\alpha_h-\alpha_e\),
\[
D_{SS}\simeq-(\alpha_h-\alpha_e)\,\frac{q^2\langle r^2\rangle}6 .
\]
For 1s, \(\langle r^2\rangle=4\int r^4e^{-2r}dr=4\cdot24/32=3\) in units of \(a^2\). Expanding (15) with \((1+y)^{-2}=1-2y+3y^2\) and \(y=x^2/4\) gives \(F=1-x^2/2+3x^4/16\), which confirms the leading term and supplies the next. Using \(\alpha_h^4-\alpha_e^4=(\alpha_h-\alpha_e)(\alpha_h^2+\alpha_e^2)\),
\[
G_{1s1s}=-\tfrac12\,C a^2(\alpha_h-\alpha_e)\,q\left[1-\tfrac38(\alpha_h^2+\alpha_e^2)(qa)^2+\dots\right]. \tag{18}
\]
The monopole cancels by neutrality, the dipole by parity, and what is left is the difference of the second moments of the two charge clouds about the centre of mass, \(\alpha_h^2\langle r^2\rangle\) for the electron and \(\alpha_e^2\langle r^2\rangle\) for the hole. For \(m_h>m_e\) the electron cloud is wider, its form factor falls first, and \(G\) has the sign of the hole term. Because (15) decreases monotonically in \(x\), \(D_{1s1s}\) keeps this sign at all \(q>0\) and has no zero unless \(\alpha_e=\alpha_h\).

When \(\alpha_eqa\gg2\) and \(\alpha_hqa\gg2\), \(F\simeq16/x^4\), and
\[
D_{1s1s}\to\frac{16}{(qa)^4}\left(\alpha_h^{-4}-\alpha_e^{-4}\right),
\]
so \(G\propto q^{-5}\) as long as \(q\) remains small against the zone. Both conditions can hold together only for a very large exciton. In the example of section 10, \(\alpha_eqa\) is only 2.8 at \(q=\pi/\Omega^{1/3}=0.85\) Å\(^{-1}\), where the local exponent of \(|G_{1s1s}|\) is about \(-3.7\), so this limit is not reached inside the zone. The program verifies this limit symbolically for \(\alpha_h=0.8\), and the \(q^2\) coefficient for general \(\alpha_h\). Between the linear rise and this decay \(|G_{1s1s}|\) must have a maximum. For an infinitely heavy hole, \(\alpha_e=0\) and \(D=F(qa)-1\), which tends to \(-1\): at short wavelength the phonon sees the bare hole.

For 2p-1s the parities are opposite, the two terms in (14) add, and the small-\(x\) form of (17) is \(6\sqrt2\,(4/9)^3ix=(128\sqrt2/243)\,ix\). The sum contains \(\alpha_h+\alpha_e=1\):
\[
G_{2p1s}\to i\,\frac{128\sqrt2}{243}\,Ca . \tag{19}
\]
This is (10) with \(d=\langle2p|z|1s\rangle=0.744936\,a\), and it does not depend on the mass ratio at fixed \(a\). It respects (9), since \(\langle z^2\rangle_{1s}=\langle r^2\rangle/3=a^2\) puts the bound at \(Ca\).

For 2s-1s, \(F\simeq4\sqrt2\,(4/9)^3x^2\,(1-4x^2/3)\), so
\[
G_{2s1s}\simeq\frac{256\sqrt2}{729}\,Ca^2(\alpha_h-\alpha_e)\,q\left[1-\tfrac43(\alpha_h^2+\alpha_e^2)(qa)^2\right],
\]
also linear in \(q\). Its sign follows the phase chosen for \(\varphi_{2s}\).

## 8. Equal masses

With \(m_e=m_h\), \(\alpha_e=\alpha_h=\tfrac12\), and (14) becomes
\[
D_{S'S}=(1-pp')\,F_{S'S}(\mathbf q/2). \tag{20}
\]
Equal parity gives zero at every \(\mathbf q\) and every \(\mathbf Q\); this covers 1s-1s and 2s-1s. Opposite parity gives twice the electron term. The form of \(W\) is irrelevant so long as it is even. The same holds for equal anisotropic mass tensors: if both bands have the quadratic form \(T(\mathbf k)\), then with \(\mathbf p=\mathbf k+\mathbf Q/2\) one has \(T(\mathbf p+\mathbf Q/2)+T(\mathbf p-\mathbf Q/2)=2T(\mathbf p)+2T(\mathbf Q/2)\), and the steps from (12) to (14) go through with both fractions equal to one half. The physical content is that the electron and hole charge clouds about the centre of mass are \(|\varphi|^2\) scaled by one half and its mirror image, which coincide.

Equation (20) relies on unit Bloch overlaps. On a lattice the cancellation is exact if a symmetry of the pair Hamiltonian exchanges the positions of electron and hole at fixed total momentum, so that the operator in (8) changes sign, and the two states have the same eigenvalue under it. An exchange combined with inversion does not qualify, since it leaves \(\mathbf r_e-\mathbf r_h\) unchanged and so allows a dipole. Take a real one-electron Hamiltonian \(h\) on two sublattices with hopping only between them, and let \(\sigma(x)=\pm1\) on the two sublattices, so \(\sigma h\sigma=-h\). Then \(\sigma\psi_{ck}\propto\psi_{vk}\) and \(\varepsilon_c=-\varepsilon_v\); reality gives \(\psi^*_{nk}\propto\psi_{n,-k}\) and energies even in \(k\). Define
\[
(\mathcal X\Psi)(x_e,x_h)=\sigma(x_e)\sigma(x_h)\Psi(x_h,x_e),
\]
which is unitary with \(\mathcal X^2=1\). It maps the basis function \(\psi_{c,k+Q}(x_e)\psi^*_{vk}(x_h)\) to a phase times \(\psi^*_{ck}(x_e)\psi_{v,k+Q}(x_h)\), which is a phase times \(\psi_{c,-k}(x_e)\psi^*_{v,-k-Q}(x_h)\). This is a pair function of total momentum \(-k-(-k-Q)=Q\) and energy \(\varepsilon_c(-k)-\varepsilon_v(-k-Q)=-\varepsilon_v(k)+\varepsilon_c(k+Q)\), the same as before. The direct kernel is multiplication by \(W(|x_e-x_h|)\) and commutes with \(\mathcal X\). A non-degenerate exciton is therefore an eigenstate of \(\mathcal X\) with eigenvalue \(\chi=\pm1\). The operator in (8) changes sign under \(\mathcal X\), so \(D=-\chi'\chi D\), and \(D=0\) when \(\chi'=\chi\). Along a branch that stays non-degenerate, \(\chi\) cannot jump. For the chain with \(\delta=0\), \(t_3=0\), \(t_2=0.3\), \(W_0=1\) the program finds \(|D|\) at most \(8.6\times10^{-15}\) over four \((Q,q)\) pairs, with \(q\) up to a quarter of the zone width.

Mirror-image bands alone do not suffice. With site energies \(\pm\delta\) and \(t_3=0\) (the Rice-Mele chain) the bands are \(\pm\sqrt{\delta^2+|h_k|^2}\), where \(h_k\) is the hopping element between the sublattices, so the masses are equal everywhere. But the site term \(\delta\sigma\) is unchanged by \(\sigma\), so \(\sigma h\sigma\ne-h\), and inversion is broken. For \(\delta=1\), \(t_2=0.1\), \(W_0=2\), the lowest exciton lies at \(0.9627\,t_1\), and \(|D|/q\) extrapolates to 0.25326 cell, equal to the real-space dipole 0.25326 cell. The Fröhlich element then tends to a constant in spite of the equal masses. For \(t_2=0.3\), \(W_0=1\), slope and dipole again agree, at 0.023896 cell, about ten times smaller. The two cases differ in \(t_2\) and \(W_0\) together, so they show that the size of the dipole depends on the model parameters without separating the two effects; its equality with the slope holds in both cases.

## 9. Scattering rate of the 1s exciton at rest

For 1s at \(\mathbf Q=0\), taken as the lowest exciton, phonon emission to another exciton state is closed. If \(\tfrac34E_b>\hbar\omega_{LO}\), absorption of one dispersionless LO phonon reaches only 1s. At lowest order this is a condition on the bare spectrum; it describes the physical exciton only if the level shifts caused by the same coupling leave the 1s-2p gap above \(\hbar\omega_{LO}\). The golden rule with the amplitude of section 1 gives
\[
\hbar\Gamma=2\pi\,n\,\frac1N\sum_{\mathbf q}\frac{C^2}{q^2}|D(q)|^2\,\delta\!\left(\frac{\hbar^2q^2}{2M}-\hbar\omega\right),\qquad n=\frac1{e^{\hbar\omega/k_BT}-1}.
\]
Here \(N^{-1}\sum_{\mathbf q}\to\Omega\int4\pi q^2dq/(2\pi)^3=(\Omega/2\pi^2)\int q^2dq\). The delta function sets \(q_0=\sqrt{2M\omega/\hbar}\) and contributes \(M/(\hbar^2q_0)\), which equals \(q_0/(2\hbar\omega)\) because \(\hbar^2q_0^2/M=2\hbar\omega\). With \(C^2\Omega=2\pi e_s^2\hbar\omega\,(1/\varepsilon_\infty-1/\varepsilon_s)\) from (7),
\[
\hbar\Gamma=2\pi n\cdot\frac{C^2\Omega}{2\pi^2}\cdot\frac{q_0}{2\hbar\omega}\,|D(q_0)|^2=n\,e_s^2q_0\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}\right)|D(q_0)|^2 .
\]
The Fröhlich constant for mass \(M\) is \(\alpha_M=(e_s^2/\hbar)\sqrt{M/2\hbar\omega}\,(1/\varepsilon_\infty-1/\varepsilon_s)\), and \(\hbar^{-1}\sqrt{M/2\hbar\omega}=q_0/(2\hbar\omega)\), so
\[
\hbar\Gamma=2\alpha_M\,\hbar\omega\;n\;|D(q_0)|^2. \tag{21}
\]
The cell volume has dropped out: \(G\) scales as \(\Omega^{-1/2}\) and the rate does not depend on it. \(\Gamma\) is the rate of leaving the state, and \(1/\Gamma\) the lifetime against this process. With \(|D|=1\), (21) is the rate for a point charge of mass \(M\).

## 10. Worked example

The parameters are round model values: \(m_e=0.2\,m_0\), \(m_h=0.8\,m_0\), \(\varepsilon_\infty=5\), \(\varepsilon_s=10\), \(\hbar\omega_{LO}=50\) meV, \(\Omega=50\) Å\(^3\), \(T=300\) K. Then \(M=1.0\,m_0\), \(\mu=0.16\,m_0\), \(\alpha_e=0.2\), \(\alpha_h=0.8\). The constants are \(e_s^2=14399.6\) meV Å and \(\hbar^2/2m_0=3810.0\) meV Å\(^2\). The digits kept below and in the opening paragraph serve to let an implementation be compared; the model itself does not deserve more than two figures.

The exciton has
\[
a=\frac{5\times2\times3810.0}{0.16\times14399.6}=16.537\ \text{Å},\qquad E_b=\frac{14399.6}{2\times5\times16.537}=87.08\ \text{meV},
\]
and the 1s-2p gap is \(0.75\times87.08=65.31\) meV, above the phonon energy in the bare (\(\varepsilon_\infty\)-screened) spectrum. From (7),
\[
C=\sqrt{\frac{4\pi}{50}\times14399.6\times25\times0.1}=95.12\ \text{meV/Å}.
\]

At \(q=0.005\) Å\(^{-1}\), \(qa=0.0827\) and \(C/q=19023.7\) meV. The form factors are \(F(\alpha_hq)=0.99782\) and \(F(\alpha_eq)=0.99986\), and \(D=-0.00205\) when formed before rounding. The product is \(G_{1s1s}=-38.95\) meV. The slope in (18) is \(-\tfrac12\times95.12\times16.537^2\times0.6\approx-7.80\times10^3\) meV Å, and the linear term is \(-39.02\) meV. It exceeds the full value in magnitude by 0.2 % of the full value, as the bracket in (18) requires: \(\tfrac38\times0.68\times0.0827^2=0.0017\). The 2p element is 1166.2 meV in magnitude, close to its limit (19): the dipole is \(0.744936\times16.537=12.32\) Å, and \(C\) times the dipole is 1171.8 meV.

The output shows \(G_{2s1s}=38.51\) meV at this \(q\), almost equal in size to the 1s-1s element. The expansions of section 7 account for this. The leading coefficients are \(256\sqrt2/729=0.4966\) and \(\tfrac12\), in the ratio 0.993. The brackets are \(1-\tfrac43\times0.68\times0.0827^2=0.9938\) and \(0.9983\), which brings the ratio to 0.989, and \(38.51/38.95=0.989\). The closeness of 0.4966 to one half is a property of the hydrogen functions, and the derivation shows no symmetry behind it.

The on-shell wave vector is \(q_0=\sqrt{50\times1.0/3810.0}=0.11456\) Å\(^{-1}\), so \(q_0a=1.8944\) and \(C/q_0=830.3\) meV. The electron term has \(x/2=0.8\times1.8944/2\), whose square is 0.5742, and \(F=1.5742^{-2}=0.40353\). The hole term has \(x/2=0.2\times1.8944/2\), whose square is 0.03589, and \(F=1.03589^{-2}=0.93191\). Thus \(D=-0.52838\) and \(G_{1s1s}=830.3\times(-0.52838)=-438.7\) meV. A numerical search puts the maximum of \(|G_{1s1s}|\), 441.4 meV, at \(q=0.1042\) Å\(^{-1}\) (\(qa=1.722\)), so for these parameters the on-shell point lies close to the maximum and outside the linear range of (18); the two terms still cancel in part, since \(|D|=0.53\). At the same \(q_0\) the off-shell elements are \(G_{2s1s}=65.6\) meV and \(|G_{2p1s}|=308.3\) meV.

For the rate, \(\alpha_M=14399.6\times0.11456\times0.1/(2\times50)=1.6496\), \(n=0.1690\) and \(|D(q_0)|^2=0.2792\). A point charge of mass \(M\) would have \(2\times1.6496\times50\times0.1690=27.88\) meV. The exciton has \(27.88\times0.2792=7.78\) meV, a lifetime of about 85 fs. The program integrates the golden rule with a narrow Gaussian in place of the delta function and obtains 7.782 meV, as does (21). With \(\alpha_M\) of this size and \(E_b\) less than twice \(\hbar\omega_{LO}\), virtual transitions to other exciton states, among them 2p, whose coupling (19) stays finite as \(q\to0\), renormalize the exciton, so this lowest-order width illustrates (21) and is not a prediction. The renormalization is large enough to change which channels are open. At zero temperature, second-order perturbation theory with (13) over the whole hydrogenic spectrum lowers the 1s state by about 51 meV and the free pair by about 111 meV (the sum of the electron and hole Fröhlich constants, 2.2, times \(\hbar\omega_{LO}\)), leaving a binding energy near 27 meV; the Haken potential with the same parameters gives about 37 meV and a 1s-2p gap of about 32 meV. These estimates are not part of the printed output. They lie below \(\hbar\omega_{LO}\), so for the dressed exciton one phonon can also reach 2p and the continuum, and the single-channel formula (21) is reliable only when \(E_b\) is well above \(\hbar\omega_{LO}\) or the polar coupling is weak.

For equal masses at the same reduced mass, \(m_e=m_h=0.32\,m_0\), the radius, binding energy and gap are unchanged, \(M=0.64\,m_0\) and \(q_0=\sqrt{50\times0.64/3810.0}=0.09165\) Å\(^{-1}\). Each form factor is 0.76469, and their difference, evaluated as a \(\mathbf k\) integral at non-zero \(Q\), is \(7\times10^{-15}\). The lowest-order one-phonon Fröhlich width of the 1s state at rest, computed with the bare spectrum, is then zero, because the only open channel has no matrix element. This zero does not carry over to the dressed exciton: its binding energy (about 31 meV at second order, about 39 meV with the Haken potential) is again below \(\hbar\omega_{LO}\), and the opposite-parity channels then open. The exciton is not decoupled from the lattice: by (20) and (17), \(|G_{2p1s}|\) at this \(q\) is 592.5 meV, twice the electron term of 296.3 meV.

## 11. Points for an implementation

At small \(q\) the diagonal element is a small difference of two numbers near one. In the example at \(q=0.005\) Å\(^{-1}\), an error \(\epsilon\) in one term, relative to that term, becomes about \(\epsilon/0.002\) relative to \(D\), and the amplification grows as \((qa)^{-2}\). The amplitudes at \(\mathbf Q\) and at \(\mathbf Q+\mathbf q\) and the vertices \(g_{c'c}\), \(g_{vv'}\) must come from one set of Bloch states, or be rotated to one set by the unitary overlap matrices. A phase mismatch that differs between the two terms leaves in general a remainder in \(D\) that does not vanish as \(q\to0\), and so restores a spurious \(1/q\) divergence. When \(\mathbf k+\mathbf Q+\mathbf q\) or \(\mathbf k-\mathbf q\) leaves the zone, the state is the same \(\psi\), so \(u_{n,\mathbf k+\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}u_{n\mathbf k}\), and \(\mathbf q\) in \(e^{i\mathbf q\cdot\mathbf r}\) is not folded. The same number \(g_F(\mathbf q)\) must multiply both terms. A band window that cuts through a degenerate set makes \(M\) non-unitary at order \(q^0\) near the degeneracy and spoils the cancellation to the extent that the amplitudes have weight there. If the degeneracy extends over a finite part of the zone, the remainder in \(D\) need not vanish as \(q\to0\). If it is a crossing confined to points, lines or surfaces, the order-\(q^0\) defect affects only wave vectors within about \(q\) of it, and the remainder still vanishes with \(q\); for a crossing on a surface it can be linear in \(q\), which leaves a spurious constant in \(G^L\) where parity requires zero.

The quantity \(D\) needs only amplitudes and overlaps, and it can be computed before any phonon enters. It must obey (9), tend to (10), and vanish at least as fast as \(q^2\) where parity requires it.

In sums over \(\mathbf q\) the point \(\mathbf q=0\) carries no divergence for bound initial states. For channels with \(\mathbf d=0\) the long-range value there is zero. For the others the limit depends on direction, and the appropriate entry for a small cell around the origin is the average of the limiting \(|G^L|^2\) over that cell, which weights the directions according to the shape of the cell. In the isotropic case of section 3, with a spherical or cubic cell, the average of \(\hat q_i\hat q_j\) is \(\delta_{ij}/3\), and the entry is \(C^2|\mathbf d_{S'S}|^2/3\) for each fixed final state. The structure of \(D\) varies on the scale \(q\sim1/a\), so the \(\mathbf q\) mesh must resolve the inverse exciton radius; in the example the maximum of the 1s-1s element lies at \(0.10\) Å\(^{-1}\).

The program and its output follow.

## Values computed for the example and the checks

```
Fock test: max|direct-(e-h)| = 4.6e-16, min|direct-(e+h)| = 0.832 (units of g)
Born-charge vertex / (C/q): LO 1.0000000000, TO 2.2e-15
chain: N=160, t1=1.0, W(r)=W0/sqrt(r^2+1.0^2), sites at 0 and 0.5 cell
inversion (delta=0,t2=0.3,t3=0.1,W0=1), q=0.0393/cell:
  |e|=0.99983 |h|=0.99943 |D_00|=4.031e-04, exponent of q = 1.999
  odd channel: |D_10|/q -> 0.95921 cell, dipole |d_10| = 0.95921 cell
chiral (delta=0,t2=0.3,t3=0,W0=1): max|D_00| = 8.6e-15
Rice-Mele (delta=1,t2=0.1,t3=0,W0=2): E_0 = 0.9627 t1
  |D_00|/q -> 0.25326 cell, dipole = 0.25326 cell
Rice-Mele (delta=1,t2=0.3,t3=0,W0=1): |D_00|/q -> 0.023896, dipole = 0.023896 cell
1D BSE me=0.2 mh=0.8 Q=0.942 q=2.618 (1/a): D=-6.501e-01, formula -6.501e-01
1D BSE me=0.5 mh=0.5 Q=0.942 q=2.618 (1/a): D=-2.964e-14, formula 0.000e+00
<1s|r^2|1s> = 3.0000 a^2, <2p|z|1s> = 0.744936 a
me=0.2 mh=0.8 M=1.0 mu=0.160 (m0), ae=0.20 ah=0.80
eps_inf=5.0 eps_s=10.0 hw_LO=50.0 meV Omega=50.0 A^3 T=300.0 K
e^2/4pi eps0 = 14399.6 meV A, hbar^2/2m0 = 3810.0 meV A^2
a = 16.537 A, E_b = 87.08 meV, 1s-2p gap = 65.31 meV
C = 95.12 meV/A
q_small = 0.00500 1/A, qa = 0.0827, C/q = 19023.7 meV
  F(ah q) = 0.99782, F(ae q) = 0.99986, D = -0.00205
  G_1s1s = -38.95 meV, G_2s1s = 38.51 meV, |G_2p1s| = 1166.2 meV
q0 = 0.11456 1/A, qa = 1.8944, C/q = 830.3 meV
  F(ah q) = 0.40353, F(ae q) = 0.93191, D = -0.52838
  G_1s1s = -438.72 meV, G_2s1s = 65.60 meV, |G_2p1s| = 308.3 meV
small-q slope of G_1s1s = -7803.5 meV A, linear value at q_small = -39.02 meV
|G_2p1s|(q->0) = 1171.8 meV, dipole = 12.32 A
max |G_1s1s| = 441.4 meV at q = 0.1042 1/A, qa = 1.722
n_B = 0.1690, alpha_M = 1.6496, |D(q0)|^2 = 0.2792
hbar*Gamma = 7.782 meV (quadrature 7.782 meV), lifetime = 84.6 fs
point charge of mass M: hbar*Gamma = 27.88 meV
equal masses 0.32 m0: q0 = 0.09165 1/A, each F = 0.76469, |D| = 7.4e-15
  |G_2p1s|(q0) = 592.5 meV, electron term alone 296.3 meV
```
